# What one-sided capacitance analysis reports for a two-sided p-n junction

## Problem

A planar, abrupt silicon p-n junction has uniform acceptor doping $N_A=10^{16}\ \mathrm{cm^{-3}}$ on the p side and uniform donor doping $N_D=3\times10^{16}\ \mathrm{cm^{-3}}$ on the n side. Its area is $A=10^{-3}\ \mathrm{cm^2}$ and its temperature is 300 K. The small-signal capacitance $C$ is measured at reverse biases $V_R$ from 1 to 5 V, with $V_R$ counted positive. An analyst who takes the junction to be one-sided converts the slope of $1/C^2$ into a doping by

$$
N_{cv}=\frac{2}{q\varepsilon A^2 s},\qquad s=\frac{d(1/C^2)}{dV_R}. \tag{1}
$$

Here $q$ is the positive elementary charge. Take the permittivity $\varepsilon=1.0359\times10^{-12}$ F/cm (relative value 11.7) and the intrinsic density $n_i=10^{10}\ \mathrm{cm^{-3}}$, both rough typical values for silicon.

(a) In the depletion approximation, find $C$ as a function of bias for arbitrary $N_A$ and $N_D$.

(b) What doping does the analyst report?

(c) Explain the result through the motion of the depletion edges. What depth is reported, and when is the error small?

(d) Can the straightness of the plot reveal the error? Can the lighter doping be recovered?

(e) Do the free-carrier tails at the depletion edges change the answer?

(f) How would a real diode differ?

## Solution

### (a) Capacitance of the two-sided junction

In the depletion approximation, carriers are absent for $-x_p<x<x_n$ and the material outside is neutral. All dopants in the depleted region are ionised. The junction is at $x=0$ and the potential $\phi$ rises from the p side to the n side.

On the p side the charge density is $-qN_A$, so Poisson's equation is $\phi''=qN_A/\varepsilon$. The field vanishes at $-x_p$, and one integration gives

$$
\phi'(x)=\frac{qN_A}{\varepsilon}(x+x_p),\qquad -x_p<x<0 .
$$

On the n side $\phi''=-qN_D/\varepsilon$, and the field vanishes at $x_n$, so

$$
\phi'(x)=\frac{qN_D}{\varepsilon}(x_n-x),\qquad 0<x<x_n .
$$

There is no sheet charge at the junction, so $\phi'$ is continuous at $x=0$:

$$
N_Ax_p=N_Dx_n. \tag{2}
$$

This also says that the two depleted charges cancel. Call the common value $N_{\rm eff}W$, where $W=x_p+x_n$ is the total width. Then

$$
x_p=\frac{N_{\rm eff}}{N_A}W,\qquad x_n=\frac{N_{\rm eff}}{N_D}W. \tag{3}
$$

Adding these and dividing by $N_{\rm eff}W$ fixes $N_{\rm eff}$:

$$
\frac1{N_{\rm eff}}=\frac1{N_A}+\frac1{N_D},\qquad
N_{\rm eff}=\frac{N_AN_D}{N_A+N_D}. \tag{4}
$$

The total potential drop $V$ is the area under $\phi'$, which consists of two triangles:

$$
V=\frac{q}{2\varepsilon}\left(N_Ax_p^2+N_Dx_n^2\right)
=\frac{q}{2\varepsilon}N_{\rm eff}W(x_p+x_n)
=\frac{qN_{\rm eff}W^2}{2\varepsilon}. \tag{5}
$$

This drop is $V=V_{bi}+V_R$. The built-in potential $V_{bi}$ follows from equilibrium: the electron density is $N_D$ in the n bulk and $n_i^2/N_A$ in the p bulk, and their ratio is the Boltzmann factor $e^{qV_{bi}/kT}$. Hence

$$
V_{bi}=\frac{kT}{q}\ln\frac{N_AN_D}{n_i^2}
=(0.02585\ \mathrm V)\ln(3\times10^{12})=0.7427\ \mathrm V .
$$

The magnitude of the charge on either side is $Q=qAN_Ax_p=qAN_{\rm eff}W$. Differentiating it and equation (5) with respect to $W$,

$$
C=\frac{dQ}{dV}=\frac{dQ/dW}{dV/dW}
=\frac{qAN_{\rm eff}}{qN_{\rm eff}W/\varepsilon}
=\frac{\varepsilon A}{W}. \tag{6}
$$

Substituting $W^2=2\varepsilon V/(qN_{\rm eff})$ from (5) gives

$$
\frac1{C^2}=\frac{W^2}{\varepsilon^2A^2}
=\frac{2(V_{bi}+V_R)}{q\varepsilon A^2N_{\rm eff}}. \tag{7}
$$

### (b) The reported doping

The slope of (7) is $s=2/(q\varepsilon A^2N_{\rm eff})$. Inserting it in (1) gives $N_{cv}=N_{\rm eff}$, so

$$
N_{cv}=\frac{N_AN_D}{N_A+N_D}
=\frac{(1\times10^{16})(3\times10^{16})}{4\times10^{16}}
=7.5\times10^{15}\ \mathrm{cm^{-3}} .
$$

The analyst's formula is the limit in which one doping is much larger than the other. Its reciprocal then drops out of (4), and $N_{\rm eff}$ becomes the lighter doping. Here the reciprocal of the heavier doping is a third of the other and cannot be dropped.

The same result appears when the analysis is carried out on capacitances. At $V_R=1$ V, equation (5) gives

$$
W=\sqrt{\frac{2(1.0359\times10^{-12})(1.7427)}{(1.602\times10^{-19})(7.5\times10^{15})}}\ \mathrm{cm}
=5.482\times10^{-5}\ \mathrm{cm},
$$

or 548.2 nm. Then $C=\varepsilon A/W=18.898$ pF and $1/C^2=2.8000\times10^{21}\ \mathrm{F^{-2}}$. At 5 V the same steps give $W=995.1$ nm, $C=10.411$ pF and $1/C^2=9.2266\times10^{21}\ \mathrm{F^{-2}}$. The slope is

$$
s=\frac{(9.2266-2.8000)\times10^{21}}{4}
=1.6067\times10^{21}\ \mathrm{F^{-2}V^{-1}},
$$

and equation (1) returns

$$
N_{cv}=\frac{2}{(1.602\times10^{-19})(1.0359\times10^{-12})(10^{-6})(1.6067\times10^{21})}
=7.5\times10^{15}\ \mathrm{cm^{-3}}.
$$

The report lies below both true dopings. Relative to the lighter one, its error is $-25\,\%$.

### (c) Two edges move, but one is counted

Let the reverse bias rise slightly, so that a further charge $dQ$ is uncovered on each side. Both edges move outwards:

$$
dx_p=\frac{dQ}{qAN_A},\qquad dx_n=\frac{dQ}{qAN_D},\qquad
dW=\frac{dQ}{qA}\left(\frac1{N_A}+\frac1{N_D}\right). \tag{8}
$$

To see what (1) does with this motion, use $1/C^2=W^2/(\varepsilon A)^2$ and $dQ/dV=\varepsilon A/W$:

$$
s=\frac{2W}{\varepsilon^2A^2}\frac{dW}{dV}
=\frac{2W}{\varepsilon^2A^2}\frac{dW}{dQ}\frac{\varepsilon A}{W}
=\frac{2}{\varepsilon A}\frac{dW}{dQ},
\qquad
N_{cv}=\frac1{qA}\frac{dQ}{dW}. \tag{9}
$$

The formula therefore divides the uncovered charge by the whole increase in width, as if a single edge had made all of that movement. The charge is right but the distance is too long, so the density comes out too low.

Between 1 and 5 V the width grows by $995.1-548.2=446.9$ nm. By (3), the p-side edge makes $N_{\rm eff}/N_A=0.75$ of this movement, or 335.2 nm. It uncovers

$$
(10^{16}\ \mathrm{cm^{-3}})(3.352\times10^{-5}\ \mathrm{cm})
=3.352\times10^{11}\ \mathrm{cm^{-2}}
$$

acceptors. Dividing by the full $4.469\times10^{-5}$ cm gives $7.5\times10^{15}\ \mathrm{cm^{-3}}$ again.

The reported depth is also wrong. A one-sided analysis assigns its doping to the depth $\varepsilon A/C=W$, while the p-side edge lies at $0.75W$. The doping is too low by the factor by which the depth is too large. Their product $N_{cv}W=N_Ax_p$, the number of dopants per unit area uncovered on one side, is therefore correct.

For a lighter doping $N_l$, a heavier doping $N_h$ and the ratio $r=N_h/N_l$, the relative error is

$$
\frac{N_{cv}}{N_l}-1=\frac{N_h}{N_l+N_h}-1
=-\frac{N_l}{N_l+N_h}=-\frac1{1+r}. \tag{10}
$$

Equal dopings ($r=1$) give a report of half the true value. At $r=3$ the error is $-25\,\%$ and at $r=10$ it is $-9.1\,\%$. An error smaller than 1 % in magnitude needs $r>99$. That last figure is a guide, because the depletion approximation gives the heavier side a drop of $V/(1+r)$. At $r=99$ and $V_R=1$ V, where $V\approx1.83$ V, this is about 18 mV, less than $kT/q$, and a sharp depletion edge on that side is no longer a good picture. With Boltzmann carriers included on both sides and $N_l=10^{16}\ \mathrm{cm^{-3}}$, the error of a line fitted over this bias range is about $-1.3\,\%$ at $r=99$ and falls below 1 % in magnitude only between $r=130$ and $r=200$. In this model it does not vanish at still larger ratios but levels off near $-0.8\,\%$, because carriers from the heavier side spill into the lighter one.

### (d) What the plot can and cannot tell

Equation (7) is a straight line for every pair of uniform dopings. A straight plot, or a flat doping profile derived from it, is thus no evidence that the junction is one-sided.

Nor does the slope identify the pair. For dopings of $1.2\times10^{16}$ and $2\times10^{16}\ \mathrm{cm^{-3}}$,

$$
N_{\rm eff}=\frac{(1.2\times10^{16})(2\times10^{16})}{3.2\times10^{16}}
=7.5\times10^{15}\ \mathrm{cm^{-3}},
$$

as before. The voltage intercept does carry further information, since $V_{bi}$ contains the product $N_AN_D$. With the product and $N_{\rm eff}$ both known, (4) gives the sum, and hence the two dopings, though not which belongs to which side. For measured data on a junction like this one, where both sides drop several $kT/q$, $2kT/q$ must first be added to the magnitude of the intercept to obtain $V_{bi}$, as part (e) shows. In a strongly one-sided junction the shift is larger. Without this correction the product comes out about $e^2$ times too small, and for this diode no real pair of dopings fits. The signal is also small. At the same temperature and $n_i$, the intercepts of the two pairs differ by

$$
\frac{kT}{q}\ln\frac{3\times10^{32}}{2.4\times10^{32}}
=(25.85\ \mathrm{mV})\ln1.25=5.8\ \mathrm{mV}.
$$

Since $V_{bi}$ depends on $n_i^2$, an error in $n_i$ by the factor $\sqrt{1.25}=1.12$ would imitate this difference.

If the heavier doping is known from another measurement, the lighter one follows from (4):

$$
\frac1{N_l}=\frac1{N_{cv}}-\frac1{N_h},\qquad
N_l=\frac{N_{cv}N_h}{N_h-N_{cv}}. \tag{11}
$$

In units of $10^{15}\ \mathrm{cm^{-3}}$ this is $7.5\times30/22.5=10$, the true value. Errors pass through in a simple way. Differentiating the first form of (11) gives, for small errors,

$$
\frac{\delta N_l}{N_l}=\frac{N_l}{N_{cv}}\frac{\delta N_{cv}}{N_{cv}}
-\frac{N_l}{N_h}\frac{\delta N_h}{N_h}.
$$

The coefficients here are 1.33 and 0.33. A value of $N_h$ that is 10 % too high lowers the recovered $N_l$ by only about 3 %, so knowing the heavier side to about 10 % removes most of the error. A much poorer value can do harm: with $N_h$ taken at half its true value, (11) gives an $N_l$ that is 50 % too high.

### (e) Free-carrier tails

Carrier densities do not fall to zero at a sharp edge. Write $V_t=kT/q$, and let $\psi_p$ and $\psi_n$ be the drops on the two sides, with $\psi_p+\psi_n=V$. With a flat hole quasi-Fermi level and Boltzmann statistics, the hole density on the p side is $N_Ae^{-\psi/V_t}$, where $\psi$ is the potential measured from the p bulk. Neglecting the few electrons there,

$$
\psi''=\frac{qN_A}{\varepsilon}\left(1-e^{-\psi/V_t}\right).
$$

Multiply by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$, to the junction, where $\psi=\psi_p$ and the field magnitude is $E_0$:

$$
\frac{E_0^2}{2}=\frac{qN_A}{\varepsilon}
\left[\psi_p-V_t\left(1-e^{-\psi_p/V_t}\right)\right]
\simeq\frac{qN_A}{\varepsilon}(\psi_p-V_t).
$$

The exponential may be dropped when $\psi_p$ is several $V_t$. The n side gives the same relation with $N_D$ and $\psi_n$. Solving each for its drop and adding,

$$
V-2V_t=\frac{\varepsilon E_0^2}{2q}\left(\frac1{N_A}+\frac1{N_D}\right)
=\frac{\varepsilon E_0^2}{2qN_{\rm eff}} .
$$

By Gauss's law the charge on one side is $Q=\varepsilon AE_0$, so $Q^2=2q\varepsilon A^2N_{\rm eff}(V-2V_t)$. Differentiating with respect to $V$ gives $2QC=2q\varepsilon A^2N_{\rm eff}$. Solving for $1/C$ and squaring,

$$
\frac1{C^2}=\frac{Q^2}{(q\varepsilon A^2N_{\rm eff})^2}
=\frac{2(V_{bi}+V_R-2V_t)}{q\varepsilon A^2N_{\rm eff}}. \tag{12}
$$

The tails shift the line but leave its slope unchanged, as long as both drops are several $V_t$. The reported doping stays at $N_{\rm eff}$.

A numerical solution that assumes no depletion edges shows the same behaviour. Poisson's equation was solved by Newton iteration on a 1 nm grid, with Boltzmann electrons and holes on both sides. The capacitance was found from the change in total electron charge when $V$ was varied by $\pm10$ mV. It is 19.185 pF at 1 V and 10.458 pF at 5 V, which is 1.5 % and 0.5 % above the depletion values. A line fitted to $1/C^2$ at 1, 2, 3, 4 and 5 V nevertheless gives $N_{cv}=7.50\times10^{15}\ \mathrm{cm^{-3}}$. It meets the voltage axis at $V_R=-0.691$ V, not at $-V_{bi}=-0.743$ V. The difference of 52 mV is the $2V_t$ of equation (12).

In this solution, $x_p$ can be defined as the number of missing holes per unit area on the p side divided by $N_A$. At 5 V it is 743 nm, while the analyst's depth $\varepsilon A/C$ is 991 nm. The ratio is 0.75, as in part (c).

### (f) A real diode

The doping ratio of three is a choice made for this example. A diode with a much more heavily doped side has a larger ratio and, by (10), a smaller error. The doping of a real junction also need not be uniform or change abruptly. Equation (8) still holds if $N_A$ and $N_D$ are read as the local dopings at the two edges. The added charges $\pm dQ$ sit at those edges and produce a field $dQ/(\varepsilon A)$ between them, so $dV=W\,dQ/(\varepsilon A)$ and $C=\varepsilon A/W$ whatever the doping in between. If the acceptor doping at the p-side edge were 10 % higher, the local report would be $1.1\times3/4.1=0.805$ in units of $10^{16}\ \mathrm{cm^{-3}}$, a rise of 7 %.

Other effects can be sized for this diode:

- **Breakdown and tunnelling.** The numerical peak field at 5 V is 0.115 MV/cm, about 0.3 of a rough breakdown field of 0.4 MV/cm. For a triangular barrier of 1.12 eV and a rough tunnelling mass of 0.1 electron masses, the exponent of the semiclassical band-to-band tunnelling factor is about $-220$, so tunnelling is negligible.
- **Incomplete ionisation.** For dopant levels 45 meV deep and band densities of states of $3\times10^{19}\ \mathrm{cm^{-3}}$ (rough values), about 1 % of the dopants in the neutral regions are not ionised. Inside the depleted region they are ionised. If they follow the signal, this alters only the constant beside $\psi$ in the first integral, and so the intercept, not the slope.
- **Series resistance.** With resistance $R$ and angular frequency $\omega$, a meter reading parallel capacitance shows $C_m=C/(1+\omega^2R^2C^2)$. Then $1/C_m^2\simeq1/C^2+2\omega^2R^2$ to leading order, again a shift without a change of slope. For 100 ohm at 1 MHz, $C$ at 1 V falls by only 0.015 %.
- **Area and edges.** Since $N_{cv}\propto1/A^2$, an assumed area 1 % too large lowers the report by about 2 %. For a circular diode of this area, the ratio of depletion width to radius is 0.56 % at 5 V. If fringing raises $C$ by a fraction of this order, proportional to $W$, then $1/C^2\propto W^2(1-2W/r_0)$ for radius $r_0$. Its slope against $W^2$ falls by $3W/r_0$, and the local report rises by about 1.7 % at 5 V and by less at lower bias. This assumed size is meant for a flat junction. A diffused junction that curves up to the surface has extra area at its rim, which can raise the report by several per cent or more, increasingly so for deeper junctions.
- **Temperature.** At 400 K, with $n_i$ scaled as $T^{3/2}e^{-E_g/2kT}$ and the gap $E_g$ held at 1.12 eV, $V_{bi}$ falls to about 0.59 V. The numerical solution still gives $7.5\times10^{15}\ \mathrm{cm^{-3}}$. Leakage current, which would make the measurement harder, is not included.

For the flat junction considered here, none of these estimates approaches the 25 % error that comes from ignoring the second depletion edge. The rim of a deep curved junction can. Modelled as a quarter cylinder with the same dopings and left out of $A$, it raises the fitted report by about 4 % at a radius of 1 µm and by about 28 % at 7 µm. Strongly graded doping can too, and the bend it gives the plot may be slight. If the net doping passes between the two values as $\tanh(x/L)$ with $L=1$ µm, the depletion approximation gives a fitted report near $4\times10^{15}\ \mathrm{cm^{-3}}$, while $1/C^2$ departs from the fitted line by only about 3 %. The local doping, which then changes by about a quarter over the sweep, is the more sensitive sign.

Numerical values quoted here were computed with a short program.
